# Acoustic phonon scattering in a two-dimensional subband and the Fang-Howard form factor

## 1. A uniform slab in a slowly vibrating crystal

Let an electron be spread uniformly over a layer of thickness $W$ and area $A$, free to move in the plane with mass $m$. A local dilatation $\Delta=\nabla\cdot\mathbf u$ of the crystal, with $\mathbf u$ the displacement, shifts its energy by $D\Delta$, where $D$ is the deformation potential. Sound is slow compared with the electron, so treat the strain as frozen during a collision.

Divide the layer into cells of area $a$. Longitudinal strain costs the energy $\tfrac12\rho s^2\Delta^2$ per volume, with $\rho$ the mass density and $s$ the longitudinal sound speed. Equipartition gives each cell $\tfrac12\rho s^2\langle\Delta^2\rangle aW=\tfrac12kT$, so

$$\langle\Delta^2\rangle=\frac{kT}{\rho s^2aW}. \tag{1}$$

Take the cells as independent; the mode calculation below justifies this. The matrix element between in-plane plane waves is $\sum_c (a/A)D\Delta_c e^{i\phi_c}$, with $\phi_c$ a phase. Cross terms average to zero and there are $A/a$ cells, hence

$$\langle|M|^2\rangle=\frac Aa\,\frac{a^2}{A^2}\,D^2\frac{kT}{\rho s^2aW}=\frac{D^2kT}{\rho s^2AW}. \tag{2}$$

The cell size has dropped out, and so has the momentum transfer. The density of final states per area, for one spin and one valley, is

$$\frac1A\sum_{\mathbf k'}\delta(E'-E)=\int_0^\infty\frac{k'dk'}{2\pi}\,\delta(E'-E)=\frac{m}{2\pi\hbar^2}, \tag{3}$$

because $E'=\hbar^2k'^2/2m$ gives $k'dk'=m\,dE'/\hbar^2$. The golden rule multiplies (2) by $2\pi/\hbar$ and sums over final states:

$$\frac1\tau=\frac{mD^2kT}{\hbar^3\rho s^2}\,\frac1W. \tag{4}$$

A thin layer scatters more strongly because it averages the random strain over less material. For a real subband, $1/W$ must be replaced by a property of the envelope function.

## 2. The rate with quantized phonons

The electron now occupies the lowest subband, with real normalized envelope $\zeta(z)$ and wave function $\zeta(z)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$. The band is parabolic and isotropic in the plane. The phonons are longitudinal modes of an unbounded medium with $\omega=sQ$, where $\mathbf Q=(\mathbf q,q_z)$ and $Q^2=q^2+q_z^2$. Transverse modes, reflection of sound at the interface, screening, and transitions to other subbands or valleys are left out.

In a volume $V=AL$ the displacement is

$$\mathbf u=\sum_{\mathbf Q}\sqrt{\frac{\hbar}{2\rho V\omega}}\;\frac{\mathbf Q}{Q}\left(a_{\mathbf Q}e^{i\mathbf Q\cdot\mathbf R}+a^\dagger_{\mathbf Q}e^{-i\mathbf Q\cdot\mathbf R}\right). \tag{5}$$

The amplitude is fixed by energy: with $N$ phonons in a mode, its mean kinetic energy is $\tfrac12\rho V\omega^2\,\frac{\hbar}{2\rho V\omega}(2N+1)=\tfrac12\hbar\omega(N+\tfrac12)$, half the oscillator's energy, as it must be.

The divergence multiplies each term by $\pm iQ$. The squared coupling of one mode is therefore $D^2Q^2\hbar/(2\rho VsQ)=D^2\hbar Q/(2\rho sV)$. The in-plane integral enforces $\mathbf k'=\mathbf k\pm\mathbf q$. The $z$ integral gives

$$I(q_z)=\int\zeta^2(z)e^{iq_zz}dz, \tag{6}$$

so that

$$|M|^2=\frac{D^2\hbar Q}{2\rho sV}\,|I(q_z)|^2\times\begin{cases}N&\text{absorption}\\N+1&\text{emission.}\end{cases} \tag{7}$$

The layer breaks translation symmetry along $z$, so $q_z$ is not fixed by momentum conservation and every value contributes. With empty final states,

$$\frac1\tau=\frac{2\pi}{\hbar}\sum_{\mathbf k',q_z}\frac{D^2\hbar Q}{2\rho sV}|I|^2\big[N\delta(E'-E-\hbar sQ)+(N+1)\delta(E'-E+\hbar sQ)\big]. \tag{8}$$

Assume now that $\hbar sQ$ is small compared with both $kT$ and $E$. Then $N\approx N+1\approx kT/\hbar sQ$, and both delta functions become $\delta(E'-E)$. Absorption and emission contribute equally, and their sum is

$$2\,\frac{D^2\hbar Q}{2\rho sV}\,\frac{kT}{\hbar sQ}=\frac{D^2kT}{\rho s^2V}. \tag{9}$$

The factor $Q$ from the strain cancels the $1/Q$ from the phonon number. A strength independent of wavevector means strain uncorrelated from point to point, which is the independence of cells used in Section 1.

Replace $\sum_{q_z}$ by $L\int dq_z/2\pi$, use $V=AL$, and apply (3):

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{D^2kT}{\rho s^2}\,F\,\frac{m}{2\pi\hbar^2}=\frac{mD^2kT}{\hbar^3\rho s^2}\,F,\qquad F=\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}|I(q_z)|^2. \tag{10}$$

Within these assumptions the rate does not depend on the electron energy, because the two-dimensional density of states is constant.

## 3. The form factor

Insert (6) twice into $F$ and do the $q_z$ integral first:

$$F=\iint\zeta^2(z)\zeta^2(z')\left[\int\frac{dq_z}{2\pi}e^{iq_z(z-z')}\right]dz\,dz'=\int\zeta^4(z)\,dz, \tag{11}$$

since the bracket is $\delta(z-z')$. For the uniform slab $\zeta^2=1/W$, so $F=W/W^2=1/W$, and (10) returns (4).

The Fang-Howard envelope for carriers held against a wall at $z=0$ is

$$\zeta(z)=\sqrt{\frac{b^3}{2}}\;z\,e^{-bz/2},\qquad z>0. \tag{12}$$

The integrals needed are $\int_0^\infty z^ne^{-\alpha z}dz=n!/\alpha^{n+1}$. The norm is $(b^3/2)(2!/b^3)=1$, and the mean depth is $(b^3/2)(3!/b^4)=3/b$. The parameter $b$ is thus an inverse length: a large $b$ means a thin layer. With $n=4$ and $\alpha=2b$,

$$F=\frac{b^6}{4}\int_0^\infty z^4e^{-2bz}dz=\frac{b^6}{4}\,\frac{24}{32\,b^5}=\frac{3b}{16}. \tag{13}$$

The phonon side gives the same number. With $n=2$ and $\alpha=b-iq_z$,

$$I(q_z)=\frac{b^3}{(b-iq_z)^3},\qquad |I|^2=\left(1+\frac{q_z^2}{b^2}\right)^{-3}. \tag{14}$$

Substituting $q_z=b\tan\varphi$, with $dq_z=b\,d\varphi/\cos^2\varphi$,

$$\int_{-\infty}^{\infty}|I|^2dq_z=b\int_{-\pi/2}^{\pi/2}\cos^4\varphi\,d\varphi=\frac{3\pi b}{8}, \tag{15}$$

and division by $2\pi$ gives $3b/16$. The factor three-sixteenths therefore belongs to the measure $dq_z/2\pi$; a definition of the form factor without the $2\pi$ has $3\pi/8$ instead. Numerical Fourier transforms of $\zeta^2$, squared and integrated, give $1.17810\,b$ for (15) and $0.187500\,b$ for $F$.

The final result is

$$\boxed{\frac1\tau=\frac{3b}{16}\,\frac{mD^2kT}{\hbar^3\rho s^2}} \tag{16}$$

The equivalent uniform slab has thickness $1/F=16/(3b)$. A slab with the same mean depth $3/b$ would have $W=6/b$ and a rate smaller by the factor $(16/3)/6=8/9$: at equal mean depth, the peaked density averages the strain less well.

## 4. Mobility and confinement

A collision through an angle $\theta$ at fixed energy removes the fraction $1-\cos\theta$ of the forward momentum. The strength (9) is independent of $\theta$, so $\cos\theta$ averages to zero and the momentum relaxation rate equals the total rate. In the elastic approximation $\tau$ is also independent of energy, so all electrons lose momentum at the same rate and

$$\mu=\frac{e\tau}{m}. \tag{17}$$

This holds for a degenerate gas too while scattering is elastic. With occupation $f$, the net flow from $\mathbf k$ to $\mathbf k'$ is proportional to $f(1-f')-f'(1-f)=f-f'$, and the blocking factors cancel.

The parameter $b$ follows from the confinement. For a uniform force $f_z$ towards the wall and a mass $m_z$ normal to it, the mean energy in state (12) is

$$\mathcal E(b)=\frac{\hbar^2}{2m_z}\int_0^\infty\zeta'^2dz+f_z\frac3b=\frac{\hbar^2b^2}{8m_z}+\frac{3f_z}{b}, \tag{18}$$

because $\int\zeta'^2dz=\frac{b^3}{2}\int(1-\tfrac12bz)^2e^{-bz}dz=\frac{b^3}{2}\left(\frac1b-\frac1b+\frac1{2b}\right)=\frac{b^2}{4}$. Setting $d\mathcal E/db=0$ gives $\hbar^2b/4m_z=3f_z/b^2$, or $b^3=12m_zf_z/\hbar^2$. The envelope (12) is only a trial function here: the exact ground state in a uniform force has a form factor larger by a little over a fifth. In both cases the rate grows as $f_z^{1/3}$ at fixed temperature and material constants. In the opposite limit of weak confinement, (16) tends to zero, but the subbands also draw together. Once their spacing is comparable with $kT$, the omitted intersubband transitions matter and (16) is no longer the whole acoustic rate.

## 5. The error of the elastic approximation

Let $\epsilon=\hbar sQ$ and $x=\epsilon/kT$. To second order beyond the leading term, the phonon numbers obey

$$\epsilon N=kT\left(1-\frac x2+\frac{x^2}{12}\right),\qquad \epsilon(N+1)=kT\left(1+\frac x2+\frac{x^2}{12}\right), \tag{19}$$

while $\delta(E'-E\mp\epsilon)=\delta\mp\epsilon\delta'+\tfrac12\epsilon^2\delta''$, with primes denoting derivatives with respect to $E'$. In the sum of the two processes the first-order terms cancel, leaving

$$kT\left[\left(2+\frac{x^2}{6}\right)\delta+\frac{\epsilon^2}{kT}\delta'+\epsilon^2\delta''\right]. \tag{20}$$

Average $\epsilon^2$ over angle and over $q_z$ with weight $|I|^2$. Since $q^2=k^2+k'^2-2kk'\cos\theta$, the cosine drops out. The substitution used in (15) gives $\langle q_z^2\rangle=b^2\,(\pi/8)/(3\pi/8)=b^2/3$. Thus

$$\langle\epsilon^2\rangle=\frac{(\hbar sb)^2}{3}+2ms^2(E+E'). \tag{21}$$

Integration against $\delta'$ gives minus the derivative, $-2ms^2$; the second derivative vanishes. Dividing (20) by its leading term $2kT$ gives the relative correction to the total rate,

$$\eta=\frac1{36}\left(\frac{\hbar sb}{kT}\right)^2+\frac{ms^2}{kT}\left(\frac{E}{3kT}-1\right). \tag{22}$$

For the momentum loss, each collision carries the weight $1-(k'/k)\cos\theta$. The second part of the weight, multiplied by $-2kk'\cos\theta$ in $q^2$, has the angular average $k'^2$. It adds $\hbar^2s^2k'^2=2ms^2E'$ to the averaged $\epsilon^2$, without changing the leading term. By the same steps the momentum rate has the further correction

$$\eta_p-\eta=\frac{ms^2}{kT}\left(\frac{E}{6kT}-1\right). \tag{23}$$

Both corrections require $E$ to be large compared with the phonon energies that matter, which are of order $\hbar sb$ or less for a slow electron. An electron with $E$ well below $\hbar sb$ lacks the energy to emit most of these phonons. It loses much of the emission half of (9), and its rate falls well below (16), which the expansion does not show.

## 6. A worked case

Take the round values $m=0.20$ electron masses, $D=10$ eV, $\rho=2.50$ g/cm³, $s=9.00\times10^5$ cm/s, $b=1.00\times10^7$ cm$^{-1}$ and $T=300$ K. The mean depth is 3.0 nm and the equivalent slab thickness 5.33 nm. In Gaussian units $m=1.8219\times10^{-28}$ g, $D=1.6022\times10^{-11}$ erg, $kT=4.1419\times10^{-14}$ erg and $F=1.875\times10^6$ cm$^{-1}$. Hence

$$\frac1\tau=\frac{(1.8219\times10^{-28})(1.6022\times10^{-11})^2(4.1419\times10^{-14})(1.875\times10^6)}{(1.05457\times10^{-27})^3(2.50)(9.00\times10^5)^2}\ \mathrm{s^{-1}}, \tag{24}$$

which is $1.53\times10^{12}$ s$^{-1}$, or $\tau=0.654$ ps. A field of 1 V/cm exerts a force of $1.6022\times10^{-12}$ dyn on the electron. Multiplied by $\tau/m$, this gives a drift speed of 5750 cm/s, so the acoustic-limited mobility is about 5750 cm²/(V s).

The energy scale $\hbar sb=5.92$ meV is well below $kT=25.85$ meV, and $ms^2/kT=0.00356$. Equation (22) gives $\eta\approx0.00146-0.00237=-0.0009$ at $E=kT$, and $\eta\approx0.00146+0.00119=0.0026$ at $E=4kT$. Numerical evaluation of (8), with Bose factors and phonon energies retained, gives 0.9989 and 1.0026 times formula (16). These ratios were tested against (22) to within 0.0005. For momentum loss, (22) and (23) together predict the ratios 0.9961 and 1.0015; the numerical values are 0.99596 and 1.00145, the first uncertain by about one unit in the last digit because of the emission threshold. At 300 K the elastic approximation thus costs less than half a percent at these two energies. Slower electrons scatter less, about 0.73 times (16) at $E=2$ meV, and an average over a nondegenerate gas at 300 K raises the mobility by about 0.6 to 0.7 percent.

The coupling strength and form factor can be tested together without the golden rule. A free elastic chain of 601 planes, spaced by $0.05/b$, was diagonalized, and the thermal variance of $D\Delta$ averaged over $\zeta^2$ was computed with quantum oscillators. For a layer of unit area its classical value is $D^2kTF/\rho s^2$. Each mode exceeds its classical variance by the factor $(x/2)\coth(x/2)\approx1+x^2/12$. At $q=0$, $\langle x^2\rangle=(\hbar sb/kT)^2/3$, so the expected ratio is 1.00146. The chain gives 1.00145.

## 7. The cold lattice

Equipartition fails when $kT$ falls below the phonon energies. For a single electron with $E\gg\hbar sQ$ and empty states below it, absorption disappears as $T\to0$ while spontaneous emission remains. Setting $N=0$ in (8) and neglecting the energy loss in the delta function gives

$$\frac1{\tau_0}=\frac{2\pi}{\hbar}\,\frac{D^2\hbar\bar Q}{2\rho s}\,F\,\frac m{2\pi\hbar^2}=\frac{mD^2F\bar Q}{2\hbar^2\rho s}, \tag{25}$$

where $\bar Q$ is the mean of $Q$ over angle and over $q_z$ with weight $|I|^2$. Relative to (16) this is $\hbar s\bar Q/2kT$, which grows without limit on cooling: the formula falls to zero and the true rate does not.

For the same electron energy, 25.85 meV, and a lattice at 10 K, the full rate is 2.385 times the formula. Equation (25) accounts for the size. From (21) with $E'=E$, the root mean square phonon energy is $\sqrt{11.7+9.5}$ meV $=4.6$ meV, and $kT=0.862$ meV, giving a ratio of 2.7. This overestimates (25), since the root mean square exceeds the mean; with the mean $\bar Q$ integrated numerically, (25) gives 2.39. The close agreement with 2.385 is partly a cancellation: the few phonons still present at 10 K raise the rate by about 4 percent, and the energy lost by the electron lowers it by about as much.

A cold degenerate gas behaves differently. An electron at the Fermi level cannot emit a phonon of energy much greater than $kT$, because the states below are filled, and few such phonons are present to be absorbed. Its rate therefore falls below (16) instead of rising above it.

## 8. Comparison with real layers

The chosen mass, density and sound speed are roughly those of electrons in the lowest valleys of a silicon (100) inversion layer, although the product $\rho s^2$ is about a fifth larger than silicon's value along [100]. The mean depth of 3 nm corresponds to a weak confining field of about $7\times10^4$ V/cm; at $3\times10^5$ to $10^6$ V/cm the same envelope has a depth of 1.8 to 1.2 nm and a proportionally higher rate. The mobility of 5750 cm²/(V s) is nevertheless far above the rough room-temperature value of 1000 cm²/(V s) or less in such layers. The deformation potential is uncertain, and it enters squared: 12 eV instead of 10 eV, with all else fixed, lowers the model mobility by the factor 1.44 to about 4000 cm²/(V s). Silicon's own mass, density and sound speed (0.19, 2.33 g/cm³, $8.43\times10^5$ cm/s) and the exact envelope of Section 4 lower this further to about 3000 cm²/(V s). That still leaves a factor of about three or more, and the model omits other sources of scattering, among them the transverse phonons that couple to silicon's anisotropic valleys. Real layers at 300 K have several occupied subbands, intervalley phonons, charged impurities and a rough interface. The worked case itself is at the limit described in Section 4: with silicon's normal mass of about 0.92 electron masses, a uniform force that gives the chosen $b$ puts the next subband of the same valleys only about 22 meV above the first, and the lowest subband of the four other valleys (normal mass about 0.19) about 20 meV above it, both less than $kT$. Its rate is therefore that of scattering within one subband, not the whole acoustic rate of such a layer. In III-V layers such as GaAs the mass is much smaller than assumed here, and polar optical phonons dominate at room temperature. In germanium the conduction valleys are strongly anisotropic, so one isotropic mass is a poor description for many surface orientations. Equation (16) describes one contribution to the resistance, and its mobility should not be read as that of a device.

The remaining numerical values are listed in the numerical output.

## Calculated quantities

```
mass: 0.20 electron masses = 1.8219e-28 g
deformation potential: 10.0 eV = 1.6022e-11 erg
mass density: 2.50 g/cm^3
sound speed: 9.00e+05 cm/s
Fang-Howard parameter b: 1.00e+07 cm^-1
temperature: 300 K
hbar: 1.05457e-27 erg s
thermal energy kT: 4.1419e-14 erg
thermal energy kT: 25.85 meV
symbolic form factor F: 3*b/16
numerical F/b from qz integral: 0.187500
integral of |I|^2 dqz / b, without 1/(2 pi): 1.17810
form factor F: 1.8750e+06 cm^-1
mean depth 3/b: 3.000 nm
effective thickness 1/F: 5.333 nm
phonon energy scale hbar s b: 5.924 meV
m s^2 / kT: 0.00356
chain fluctuation / classical formula: 1.00145
predicted chain ratio: 1.00146
scattering rate 1/tau: 1.5293e+12 s^-1
lifetime tau: 0.6539 ps
acoustic-limited mobility: 5750 cm^2/(V s)
E = 1 kT, 300 K: full rate / formula: 0.99892
E = 1 kT, 300 K: second-order ratio: 0.99908
E = 1 kT, 300 K: momentum rate / formula: 0.99596
E = 4 kT, 300 K: full rate / formula: 1.00264
E = 4 kT, 300 K: second-order ratio: 1.00265
E = 4 kT, 300 K: momentum rate / formula: 1.00145
cold lattice temperature: 10 K
cold-test electron energy: 25.85 meV
cold lattice: full rate / formula: 2.385
```
